# Comment on the orbital gradient at finite rotation and the Fock block: test program

```python
# Result under test (closed-shell RHF, real orbitals, C = C0 expm(K), K antisymmetric):
#   L = 2[F,n] (L_ai = 4 F_ai, F in current orbitals, n = occupations) is NOT dE/dK_pq.
#   g_pq = dE/dK_pq = int_0^1 e^{sK} L e^{-sK} ds = sum_k ad_K^k L/(k+1)!
#   Eigenbasis K = V diag(i lam) V^+, w = lam_p - lam_q: g~ = e^{iw/2} sinc(w/2) L~
#   Occupied-virtual K, block X = W th Z^T, y = W^T L_vo Z: symmetric part * sinc(th_i-th_j),
#   antisymmetric part * sinc(th_i+th_j), unpaired virtual rows * sinc(th_j); sinc x = sin x/x.
# Independent road: finite differences (FD) of the energy. System: NH3, RHF/6-31G*.
import numpy as np
from math import factorial
from numpy.linalg import norm
from scipy.linalg import expm, expm_frechet, eigh
from scipy.constants import physical_constants
from pyscf import gto, scf

EV = physical_constants['Hartree energy in eV'][0]
scf.hf.MUTE_CHKFILE = True
r, ang = 1.01, 107.0
rho = 2*r*np.sin(np.radians(ang)/2)/np.sqrt(3)
z = np.sqrt(r*r - rho*rho)
atoms = [('N', (0, 0, 0))] + [('H', (rho*np.cos(2*np.pi*k/3), rho*np.sin(2*np.pi*k/3), -z))
                              for k in range(3)]
mol = gto.M(atom=atoms, basis='6-31g*', unit='Angstrom', verbose=0)
mf = scf.RHF(mol)
mf.chkfile = None
mf.conv_tol = 1e-12
mf.kernel()
assert mf.converged
N, o = mol.nao, mol.nelectron//2
S, h = mol.intor('int1e_ovlp'), mf.get_hcore()
eri = mol.intor('int2e')
PK = (eri - 0.5*eri.transpose(0, 2, 1, 3)).reshape(N*N, N*N)
occ = np.diag([2.0]*o + [0.0]*(N - o))
C0 = eigh(h, S)[1]

def fock_ao(D): return h + (PK @ D.ravel()).reshape(N, N)
def energy_C(C):
    D = 2*C[:, :o] @ C[:, :o].T
    return 0.5*np.sum(D*(h + fock_ao(D))) + mol.energy_nuc()
def energy(K): return energy_C(C0 @ expm(K))
def fock_block(K):
    C = C0 @ expm(K)
    F = C.T @ fock_ao(2*C[:, :o] @ C[:, :o].T) @ C
    return 2*(F @ occ - occ @ F)
def embed(X):
    K = np.zeros((N, N)); K[o:, :o] = X
    return K - K.T
def fd(f, K, d, s=1e-3):
    return (8*(f(K + s*d) - f(K - s*d)) - (f(K + 2*s*d) - f(K - 2*s*d)))/(12*s)
def unit(p, q):
    d = np.zeros((N, N)); d[p, q] = 1; d[q, p] = -1
    return d
def fd_grad(f, K, vo_only=False):
    G = np.zeros((N, N))
    for p in range(N):
        for q in range(p):
            if not vo_only or (p >= o and q < o):
                G[p, q] = fd(f, K, unit(p, q))
    return G - G.T
def sinc(x): return np.sinc(x/np.pi)
def ad(K, Y): return K @ Y - Y @ K
def eig_map(K, Y, sign=1):
    lam, V = np.linalg.eigh(-1j*K)
    w = lam[:, None] - lam[None, :]
    return (V @ (np.exp(0.5j*sign*w)*sinc(w/2)*(V.conj().T @ Y @ V)) @ V.conj().T).real
def series(K, Y, kmax):
    out, t = Y.copy(), Y.copy()
    for k in range(1, kmax + 1):
        t = ad(K, t); out = out + t/factorial(k + 1)
    return out
def gl(m):
    x, w = np.polynomial.legendre.leggauss(m)
    return zip((x + 1)/2, w/2)
def svd_map(X, Y):
    W, th, Zt = np.linalg.svd(X)
    y = W.T @ Y @ Zt.T
    q = y[:o]
    out = y*sinc(th)[None, :]
    out[:o] = (q + q.T)/2*sinc(th[:, None] - th) + (q - q.T)/2*sinc(th[:, None] + th)
    return W @ out @ Zt
def ov_log(C):
    M = C0.T @ S @ C[:, :o]
    W, t, Zt = np.linalg.svd(M[o:] @ np.linalg.inv(M[:o]), full_matrices=False)
    return W*np.arctan(t) @ Zt

CA = eigh(fock_ao(scf.hf.init_guess_by_minao(mol)), S)[1]
XA, XB = ov_log(CA), ov_log(mf.mo_coeff)
KA, KB = embed(XA), embed(XB)
EA, EB = energy(KA), energy(KB)
DA = 2*CA[:, :o] @ CA[:, :o].T
assert abs(EB - mf.e_tot) < 1e-9 and abs(EA - mf.energy_tot(dm=DA)) < 1e-9
assert norm(fock_ao(DA) - mf.get_fock(dm=DA)) < 1e-9
TOL = 1e-7   # Eh; FD round-off is about 1e-10
W, th, Zt = np.linalg.svd(XA)
assert th[0] < np.pi/2 - 0.05
assert np.allclose(np.sort(np.linalg.eigvalsh(-1j*KA)),
                   np.sort(np.r_[th, -th, np.zeros(N - 2*o)]), atol=1e-12)
# local gradient is the Fock block
LA = fock_block(KA); Ccur = C0 @ expm(KA)
assert abs(fd_grad(lambda d: energy_C(Ccur @ expm(d)), 0*KA) - LA).max() < TOL
# general K with OO, OV and VV blocks
rng = np.random.default_rng(7)
R = np.tril(rng.normal(0, 0.1, (N, N)), -1); KR = R - R.T
R = np.tril(rng.normal(0, 1.0, (N, N)), -1); dR = R - R.T
UR, fre = expm_frechet(KR, dR)
assert abs(UR.T @ fre - eig_map(KR, dR, -1)).max() < 1e-11
LR, GR = fock_block(KR), fd_grad(energy, KR)
quad = sum(w*expm(s*KR) @ LR @ expm(-s*KR) for s, w in gl(20))
for form in (eig_map(KR, LR), series(KR, LR, 40), quad, eig_map(KR, UR @ LR @ UR.T, -1)):
    assert abs(form - GR).max() < TOL
assert norm(GR - LR) > 0.05*norm(LR)
# point A
GA = fd_grad(energy, KA); g, L = GA[o:, :o], LA[o:, :o]
errA = abs(eig_map(KA, LA) - GA).max()
assert errA < TOL and abs(svd_map(XA, L) - g).max() < TOL
assert abs(ad(KA, LA)[o:, :o]).max() < 1e-12
assert abs(ad(KA, ad(KA, LA))[o:, :o]
           - (2*XA @ L.T @ XA - XA @ XA.T @ L - L @ XA.T @ XA)).max() < 1e-12
low = np.tril_indices(N, -1)
red = norm((GA - embed(g))[low])
assert norm(g - L) > 1e-3*norm(L) and red > 1e-3*norm(L)
y, yg = W.T @ L @ Zt.T, W.T @ g @ Zt.T
assert abs(np.diag(y) - np.diag(yg)).max() < 10*TOL
rad = fd(energy, KA, KA)
assert abs(rad - np.sum(L*XA)) < TOL
smin = sinc(th[0] + th[1])
assert smin*norm(L) <= norm(g) <= norm(L) and np.sum(g*L) >= smin*norm(L)**2
assert norm(fock_block(KB)) < 1e-4 and norm(fd_grad(energy, KB, True)) < 1e-4
# order of the leading correction
def reldev(K, vo):
    G, Lk = fd_grad(energy, K, vo), fock_block(K)
    lead = ad(K, ad(K, Lk))/6 if vo else ad(K, Lk)/2
    assert norm(G - Lk - lead) < 0.1*norm(G - Lk)
    return norm(G - Lk)/norm(Lk)
p_ov = np.log2(reldev(0.04*KA, True)/reldev(0.02*KA, True))
p_gen = np.log2(reldev(0.04*KR, False)/reldev(0.02*KR, False))
assert abs(p_ov - 2) < 0.15 and abs(p_gen - 1) < 0.15
# resonance and sign flip with random singular vectors
Wr = np.linalg.qr(rng.normal(size=(N - o, o)))[0]
Zr = np.linalg.qr(rng.normal(size=(o, o)))[0]
danti = (np.outer(Wr[:, 0], Zr[:, 1]) - np.outer(Wr[:, 1], Zr[:, 0]))/np.sqrt(2)
big = []
for t2 in (np.pi - 2.0, 1.6):
    X = Wr*np.array([2.0, t2, 0.5, 0.3, 0.1]) @ Zr.T
    Lx = fock_block(embed(X))[o:, :o]
    Gx = fd_grad(energy, embed(X), True)[o:, :o]
    assert abs(svd_map(X, Lx) - Gx).max() < TOL
    big.append((2.0 + t2, np.sum(Lx*danti), np.sum(Gx*danti)))
assert abs(big[0][2]) < 10*TOL and abs(big[0][1]) > 1e-3
assert big[1][1]*big[1][2] < 0
# Jacobians at A and path integrals A -> B
fL = lambda K: fock_block(K)[o:, :o].ravel()
fg = lambda K: svd_map(K[o:, :o], fock_block(K)[o:, :o]).ravel()
asym = []
for f in (fg, fL):
    J = np.array([fd(f, KA, unit(a, i)) for a in range(o, N) for i in range(o)])
    asym.append(norm(J - J.T)/norm(J + J.T))
assert asym[0] < 1e-7 and asym[1] > 1e-4
dX = (XB - XA).ravel()
Ig = sum(w*fg(KA + s*(KB - KA)) @ dX for s, w in gl(12))
IL = sum(w*fL(KA + s*(KB - KA)) @ dX for s, w in gl(12))
assert abs(Ig - (EB - EA)) < 1e-9 and abs(IL - Ig) > 1e-3*abs(Ig)

print(f"NH3 RHF/6-31G*: r = {r} A, HNH = {ang} deg, basis {N}, occ {o}, virt {N-o}")
print(f"1 Eh = {EV:.6f} eV")
print(f"E(B, converged) = {EB*EV:.4f} eV = {EB:.6f} Eh")
print(f"E(core reference) - E(B) = {(energy(0*KA)-EB)*EV:.4f} eV")
print(f"E(A) - E(B) = {(EA-EB)*EV:.5f} eV")
print("theta at A (rad):", " ".join(f"{t:.4f}" for t in th))
print("theta at B (rad):", " ".join(f"{t:.4f}" for t in np.linalg.svd(XB)[1]))
print(f"|X_B - X_A| = {norm(dX):.4f} rad")
print(f"A: |L_vo| = {norm(L)*EV:.4f} eV/rad")
print(f"A: |g_vo| (FD) = {norm(g)*EV:.4f} eV/rad")
print(f"A: |g_vo - L_vo| = {norm(g-L)*EV:.4f} eV/rad, relative {100*norm(g-L)/norm(L):.2f} %")
print(f"A: angle(g,L) = {np.degrees(np.arccos(np.sum(g*L)/norm(g)/norm(L))):.3f} deg")
print(f"A: smallest factor sinc(th1+th2) = {smin:.4f}, |g|/|L| = {norm(g)/norm(L):.4f}")
print(f"A: norm of OO+VV gradient (p>q) = {red*EV:.4f} eV/rad")
print(f"A: max |eigenbasis - FD| = {errA*EV:.1e} eV/rad")
for k in (0, 1, 2, 4, 6):
    print(f"A: OV error of series to order {k} = {norm(series(KA, LA, k)[o:, :o]-g)*EV:.3e} eV/rad")
print(f"A: radial dE/dt FD = {rad*EV:.6f} eV, from L = {np.sum(L*XA)*EV:.6f} eV")
an = (y[:o] - y[:o].T)/2
i, j = sorted(np.unravel_index(abs(an).argmax(), an.shape))
sy = (y[i, j] + y[j, i])/2
fm, fp = sinc(th[i] - th[j]), sinc(th[i] + th[j])
print(f"pair ({i+1},{j+1}): theta = {th[i]:.4f}, {th[j]:.4f} rad")
print(f"  y_ij = {y[i,j]*EV:.5f}, y_ji = {y[j,i]*EV:.5f} eV/rad")
print(f"  sym = {sy*EV:.5f}, antisym = {an[i,j]*EV:.5f} eV/rad")
print(f"  sinc(diff) = {fm:.5f}, sinc(sum) = {fp:.5f}")
print(f"  g_ij formula = {(sy*fm+an[i,j]*fp)*EV:.5f}, FD = {yg[i,j]*EV:.5f} eV/rad")
print(f"  g_ji formula = {(sy*fm-an[i,j]*fp)*EV:.5f}, FD = {yg[j,i]*EV:.5f} eV/rad")
c = norm((y - yg)[o:], axis=0).argmax()
print(f"unpaired rows, column {c+1}: theta = {th[c]:.4f} rad, sinc = {sinc(th[c]):.5f}")
print(f"  |y| = {norm(y[o:,c])*EV:.5f}, |g| FD = {norm(yg[o:,c])*EV:.5f} eV/rad")
print(f"order of correction (scales 0.04, 0.02): OV K {p_ov:.3f}, general K {p_gen:.3f}")
print(f"random general K (rms 0.1 rad): |g-L|/|L| = {100*norm(GR-LR)/norm(LR):.1f} %")
for s, a, b in big:
    print(f"th1+th2 = {s:.4f} rad: sinc {sinc(s):.4f}, L = {a*EV:.4f}, g FD = {b*EV:.4f} eV/rad")
print(f"Jacobian asymmetry at A: exact g {asym[0]:.1e}, Fock block {asym[1]:.3e}")
print(f"path A->B: E(B)-E(A) = {(EB-EA)*EV:.5f} eV, integral of g = {Ig*EV:.5f} eV")
print(f"path A->B: integral of L = {IL*EV:.5f} eV, error {(IL-Ig)*EV:.5f} eV = {100*(IL/Ig-1):.2f} %")
print("verified")
```

It prints:

```
NH3 RHF/6-31G*: r = 1.01 A, HNH = 107.0 deg, basis 20, occ 5, virt 15
1 Eh = 27.211386 eV
E(B, converged) = -1528.8329 eV = -56.183572 Eh
E(core reference) - E(B) = 178.0645 eV
E(A) - E(B) = 0.38983 eV
theta at A (rad): 0.7444 0.7444 0.6784 0.4798 0.0040
theta at B (rad): 0.7645 0.7645 0.6783 0.4941 0.0037
|X_B - X_A| = 0.0738 rad
A: |L_vo| = 12.8451 eV/rad
A: |g_vo| (FD) = 12.1509 eV/rad
A: |g_vo - L_vo| = 0.8664 eV/rad, relative 6.74 %
A: angle(g,L) = 2.378 deg
A: smallest factor sinc(th1+th2) = 0.6694, |g|/|L| = 0.9460
A: norm of OO+VV gradient (p>q) = 3.5759 eV/rad
A: max |eigenbasis - FD| = 9.1e-10 eV/rad
A: OV error of series to order 0 = 8.664e-01 eV/rad
A: OV error of series to order 1 = 8.664e-01 eV/rad
A: OV error of series to order 2 = 2.341e-02 eV/rad
A: OV error of series to order 4 = 3.071e-04 eV/rad
A: OV error of series to order 6 = 2.464e-06 eV/rad
A: radial dE/dt FD = -9.074665 eV, from L = -9.074665 eV
pair (4,5): theta = 0.4798, 0.0040 rad
  y_ij = -0.29949, y_ji = -2.70320 eV/rad
  sym = -1.50134, antisym = 1.20186 eV/rad
  sinc(diff) = 0.96270, sinc(sum) = 0.96145
  g_ij formula = -0.28982, FD = -0.28982 eV/rad
  g_ji formula = -2.60086, FD = -2.60086 eV/rad
unpaired rows, column 1: theta = 0.7444 rad, sinc = 0.91017
  |y| = 6.15958, |g| FD = 5.60624 eV/rad
order of correction (scales 0.04, 0.02): OV K 1.961, general K 0.999
random general K (rms 0.1 rad): |g-L|/|L| = 22.8 %
th1+th2 = 3.1416 rad: sinc 0.0000, L = 98.5603, g FD = 0.0000 eV/rad
th1+th2 = 3.6000 rad: sinc -0.1229, L = 48.6964, g FD = -5.9859 eV/rad
Jacobian asymmetry at A: exact g 4.1e-13, Fock block 3.104e-03
path A->B: E(B)-E(A) = -0.38983 eV, integral of g = -0.38983 eV
path A->B: integral of L = -0.41540 eV, error -0.02557 eV = 6.56 %
verified
```
